# Crossover temperature from matched Mott and Efros-Shklovskii activation energies

## Problem

The resistivity of a disordered semiconductor film is described by the Mott law at higher temperature and by the Efros-Shklovskii (ES) law at lower temperature:

$$\rho=\rho_M\,e^{\eta_M},\quad \eta_M=\left(\frac{T_M}{T}\right)^{1/4};\qquad \rho=\rho_{ES}\,e^{\eta_{ES}},\quad \eta_{ES}=\left(\frac{T_{ES}}{T}\right)^{1/2}.$$

Conduction is three-dimensional and ohmic, and the prefactors do not depend on temperature. The local activation energy is

$$W=\frac{d\ln\rho}{d\beta},\qquad \beta=\frac{1}{kT}.$$

1. What does $W$ mean for hopping, and at what temperature $T_c$ do the two laws give the same $W$?
2. What remains unmatched at $T_c$?
3. Where does $T_c$ lie within a crossover produced by a soft gap in the density of states?
4. What are the numbers for a 50 nm amorphous oxide film with $T_M=2.5\times10^6$ K, $T_{ES}=2000$ K and localization length $\xi=2$ nm, and how firm are they?

## Solution

### The two laws and the meaning of W

An electron near the Fermi level hops a distance $r$ to a state higher by $E$. Tunnelling costs a factor $e^{-2r/\xi}$ and activation a factor $e^{-E/kT}$, so the easiest hop minimizes

$$\eta=\frac{2r}{\xi}+\frac{E}{kT}.$$

A target must exist. In this single-hop estimate, the sphere of radius $r$ holds one state with energy between 0 and $E$:

$$\frac{4\pi}{3}r^3N(E)=1,\qquad N(E)=\int_0^E g(E')\,dE',$$

where $g$ is the density of states per energy and volume.

**Constant density, $g=g_0$.** Then $N=g_0E$, and $2r/\xi=AE^{-1/3}$ with $A=(2/\xi)(3/4\pi g_0)^{1/3}$. Setting $d\eta/dE=0$ gives

$$\frac{A}{3}E^{-4/3}=\frac1{kT}\quad\Rightarrow\quad \frac{2r}{\xi}=\frac{3E}{kT},\qquad \eta=\frac{4E}{kT}.$$

Since $E=(AkT/3)^{3/4}$, we have $\eta=4(A/3)^{3/4}(kT)^{-1/4}$. This is the Mott law with

$$kT_M=256\left(\frac A3\right)^3=\frac{512}{9\pi g_0\xi^3}.$$

**Quadratic density, $g=cE^2$.** The Coulomb interaction suggests this form. Moving an electron from a filled state to an empty one at distance $r$ costs the difference of their energies, less the attraction, proportional to $1/r$, between the electron and the hole it leaves. In the ground state this cost cannot be negative, so filled and empty states within $E$ of the Fermi level must be so far apart that the attraction does not exceed about $E$. Hence $N\propto r^{-3}\propto E^3$ and $g\propto E^2$. With $N=cE^3/3$, $2r/\xi=B/E$, where $B=(2/\xi)(9/4\pi c)^{1/3}$. The minimum satisfies $B/E^2=1/kT$, so

$$\frac{2r}{\xi}=\frac{E}{kT},\qquad \eta=\frac{2E}{kT}=2\left(\frac{B}{kT}\right)^{1/2}.$$

This is the ES law with $kT_{ES}=4B$.

The hop lengths follow from the share of $\eta$ due to tunnelling, three quarters in the Mott case and one half in the ES case:

$$r_M=\tfrac38\,\xi\,\eta_M,\qquad r_{ES}=\tfrac14\,\xi\,\eta_{ES}.$$

Let $E^*$ be the optimal hop energy. When $\beta$ changes, $E^*$ shifts too, but

$$W=\frac{d\eta}{d\beta}=\frac{\partial\eta}{\partial\beta}+\frac{\partial\eta}{\partial E}\frac{dE^*}{d\beta}=E^*,$$

because $\partial\eta/\partial E=0$ at the optimum. The local activation energy is therefore the energy of the optimal hop. Matching $W$ means matching hop energies.

### The matching temperature

Write $\eta_M=(kT_M\beta)^{1/4}$ and $\eta_{ES}=(kT_{ES}\beta)^{1/2}$, and differentiate with respect to $\beta$:

$$W_M=\tfrac14(kT_M)^{1/4}\beta^{-3/4}=\tfrac k4T_M^{1/4}T^{3/4},$$

$$W_{ES}=\tfrac12(kT_{ES})^{1/2}\beta^{-1/2}=\tfrac k2T_{ES}^{1/2}T^{1/2}.$$

Equating them and dividing by $\frac k4T_M^{1/4}T^{1/2}$ gives $T^{1/4}=2T_{ES}^{1/2}/T_M^{1/4}$. The fourth power is

$$\boxed{T_c=\frac{16\,T_{ES}^2}{T_M}}$$

The factor 16 is the fourth power of the ratio of the two exponents, $\frac12$ and $\frac14$. Since $W_M/W_{ES}=(T/T_c)^{1/4}$ rises steadily with $T$, there is one crossing. The ES energy is the larger below it and the Mott energy above it. Inserting $T_c^{1/2}=4T_{ES}/T_M^{1/2}$ into $W_{ES}$ gives the common energy

$$W_c=\frac{2k\,T_{ES}^{3/2}}{T_M^{1/2}}.$$

### What is not matched

At $T_c$ the ratios are $T_M/T_c=T_M^2/16T_{ES}^2$ and $T_{ES}/T_c=T_M/16T_{ES}$, so

$$\eta_M=\frac12\sqrt{\frac{T_M}{T_{ES}}},\qquad \eta_{ES}=\frac14\sqrt{\frac{T_M}{T_{ES}}}.$$

The exponents differ by a factor of two. For the resistivity to be continuous at $T_c$, the prefactors must make up the difference:

$$\ln\frac{\rho_{ES}}{\rho_M}=\eta_M-\eta_{ES}=\frac14\sqrt{\frac{T_M}{T_{ES}}}.$$

If the prefactors are equal instead, the two curves meet where $\eta_M=\eta_{ES}$. Raising that equality to the fourth power gives $T_M/T=T_{ES}^2/T^2$, or $T=T_{ES}^2/T_M=T_c/16$. At that point $W_{ES}=2W_M$, so the joined curve has a kink. Fitted prefactors alone do not settle which matching suits a data set. In a smooth crossover, separate fits over finite temperature ranges can give very different prefactors even when the true prefactor is common to both regimes.

The hop lengths also differ at $T_c$, with $r_M=3r_{ES}$. The ES length exceeds $\xi$ there if $\frac1{16}\sqrt{T_M/T_{ES}}>1$, that is, if $T_M/T_{ES}>256$. For smaller ratios the ES law is being used at $T_c$ for hops shorter than the localization length, where its derivation fails.

### Place within a soft-gap crossover

To join the two regimes, take a density that is quadratic at low energy and constant at high energy:

$$g=g_0\frac{E^2}{E^2+\Delta^2}=g_0\left(1-\frac{\Delta^2}{E^2+\Delta^2}\right),\qquad N=g_0\left[E-\Delta\arctan\frac E\Delta\right].$$

At low energy $c=g_0/\Delta^2$, hence $B=A(3\Delta^2)^{1/3}$ and $(kT_{ES})^3=64B^3=192A^3\Delta^2$. From the Mott limit, $A^3=27kT_M/256$. Therefore

$$(kT_{ES})^3=\frac{81}{4}\,kT_M\Delta^2\quad\Rightarrow\quad \Delta=\frac29\,\frac{kT_{ES}^{3/2}}{T_M^{1/2}}=\frac{W_c}{9}.$$

The two activation energies thus meet at nine times the gap scale. The quadratic density is not valid there: extrapolated to $E=9\Delta$ it gives $N=g_0E^3/3\Delta^2$, which is 27 times the constant-density count $g_0E$. This is why $r_{ES}$ is three times too short compared with $r_M$. The factor nine belongs to this single-hop estimate. It depends on the numerical coefficients of the two laws, and the standard coefficients ($kT_M=21.2/g_0\xi^3$, $kT_{ES}=2.8e^2/\kappa\xi$, $g=(3/\pi)\kappa^3E^2/e^6$ in Gaussian units, with $\Delta$ where this reaches $g_0$) give a factor of about 2, so it should not be used to infer a real Coulomb gap.

For the full model, let $x=E^*/\Delta$ and $n=x-\arctan x$. The tunnelling term varies as $N^{-1/3}$, so the condition $d\eta/dE=0$ reads

$$\frac{E^*}{kT}=q\,\frac{2r}{\xi},\qquad q=\frac{E^*g}{3N}=\frac{x^3}{3n(1+x^2)}.$$

The local exponent of the hopping law is then

$$p=-\frac{d\ln\eta}{d\ln T}=\frac{W}{kT\eta}=\frac{q}{1+q}.$$

It runs from $\frac12$ for $x\to0$ ($q=1$) to $\frac14$ for $x\to\infty$ ($q=\frac13$). To find the temperature, use $N=g_0\Delta n$ in the stationarity condition:

$$kT=\frac{3\Delta^{4/3}}{A}\,\frac{n^{4/3}(1+x^2)}{x^2}.$$

The Mott relation $E^{4/3}=AkT/3$ at $E=9\Delta$ gives $kT_c=3(9\Delta)^{4/3}/A$. Dividing,

$$\frac{T}{T_c}=\frac{n^{4/3}(1+x^2)}{9^{4/3}x^2}.$$

Both $p$ and $T/T_c$ depend on $x$ alone, so the crossover has the same shape for every $T_M$ and $T_{ES}$ in this model. Solving numerically for the midpoint $p=\frac38$ gives $T_c/17.8$, which is $0.90\,T_{ES}^2/T_M$. In this model the matching temperature $T_c$ marks the upper edge of the crossover, and the equal-exponent temperature lies near its middle.

Two limits make this concrete.

- **High temperature.** Here $n\approx x-\pi/2$, so $x\approx9(T/T_c)^{3/4}+\pi/2$, or $W\approx W_M+\pi\Delta/2$. The missing states raise the activation energy by a constant.
- **Low temperature.** The ES hop energy is $9\Delta(T/T_c)^{1/2}$, which falls to $\Delta$ at $T_c/81$. Hops lie well inside the gap only below that temperature.

### Numbers for the film

The matching temperature is

$$T_c=\frac{16\times(2000)^2}{2.5\times10^6}\ \mathrm K=25.6\ \mathrm K.$$

With $T_M/T_{ES}=1250$, the exponents are $\eta_M=\frac12\sqrt{1250}=17.7$ and $\eta_{ES}=8.84$. Since $kT_c=2.206$ meV, the common activation energy is $W_c=kT_c\eta_M/4=9.75$ meV. The hop lengths are $r_M=\frac38\times2\times17.68=13.3$ nm and $r_{ES}=\frac14\times2\times8.84=4.4$ nm. Continuity requires $\rho_{ES}/\rho_M=e^{8.84}\approx7\times10^3$. With equal prefactors the curves would meet at 1.6 K.

The model implies $g_0\approx1.05\times10^{19}$ eV$^{-1}$cm$^{-3}$ and $\Delta=9.75/9=1.08$ meV. The table compares the soft-gap model with the two separate laws.

| $T/T_c$ | $T$ (K) | $p$ | $W$ (meV) | $W_M$ (meV) | $W_{ES}$ (meV) |
|---|---|---|---|---|---|
| 10 | 256 | 0.256 | 56.5 | 54.8 | 30.8 |
| 1 | 25.6 | 0.278 | 11.3 | 9.75 | 9.75 |
| 1/16 | 1.60 | 0.370 | 2.26 | 1.22 | 2.44 |
| 1/100 | 0.256 | 0.449 | 0.932 | 0.308 | 0.975 |

At $T_c$ the exponent is still close to the Mott value, and $W$ is 16% above $W_c$. The high-temperature limit predicts an excess of $(\pi/2)/9$, about 17%. The midpoint falls at 1.44 K. Even at 0.256 K, $p$ has not reached $\frac12$. The rows below $T_c$ illustrate the three-dimensional model rather than a practical measurement: at the midpoint $\eta\approx46$, so the resistivity is about $10^{20}$ times its prefactor, and at 0.256 K the model hop of 52 nm exceeds the film thickness.

The model holds the gap rigid. At $T_c$, however, the model has $kT/\Delta=2.04$, so its gap would be thermally filled there and the 16% excess is not reliable. This ratio also rests on the factor nine: the standard coefficients give $\Delta\approx4.9$ meV and $kT_c/\Delta\approx0.45$ for the same $T_M$, $T_{ES}$ and $\xi$. At the midpoint $kT/\Delta=0.11$, and a rigid gap is a better assumption.

### How firm is the estimate?

**Fitted slopes.** Let $b_M=T_M^{1/4}$ and $b_{ES}=T_{ES}^{1/2}$ be the slopes of $\ln\rho$ against $T^{-1/4}$ and $T^{-1/2}$. Then $T_c=16(b_{ES}/b_M)^4$, and relative errors grow fourfold. Raising $b_{ES}$ by 5% and lowering $b_M$ by 5% moves $T_c$ to 38 K; the opposite errors give 17 K.

**Prefactor.** If $\rho_M\propto T^s$, then $\ln\rho$ gains $s\ln T=-s\ln\beta+\text{const}$, and $W_M$ changes by $-s/\beta=-skT$. Dividing the new matching condition by $kT$ and setting $y=T^{-1/4}$ gives

$$\tfrac14T_M^{1/4}y-s=\tfrac12T_{ES}^{1/2}y^2.$$

The root that tends to $T_c$ as $s\to0$ lies at 45 K for $s=\frac12$ and at 17 K for $s=-\frac12$, with $T_M$ and $T_{ES}$ held fixed. A modest power of temperature matters as much as the slope errors.

**Thickness and field.** At $T_c$ the Mott hop is about a quarter of the 50 nm thickness. The hop length reaches the thickness at 0.20 K by the ES law and at 0.28 K in the soft-gap model, so three-dimensional hopping cannot continue below these temperatures. In the single-hop model $T_c/81$ is about 0.32 K, which leaves little room for three-dimensional hopping deep inside the gap. This does not carry over to a real film: with the standard coefficients, where $W_c/\Delta\approx2$, the ES hop energy falls to $\Delta$ already near $T_c/4$, about 6.5 K. In a field of $10^{-4}$ MV/cm the energy gained per Mott hop is 0.06 $kT$ at $T_c$, so ohmic conduction is a fair assumption there. At $T_c$ the ratio reaches one at $1.7\times10^{-3}$ MV/cm. Cooling tightens this limit: at the soft-gap midpoint the hop is 29 nm long, and the ratio reaches one at about $4\times10^{-5}$ MV/cm.

**Comparison with real oxide films.** The parameters are round values meant for the rough regime of a weakly conducting amorphous In-Ga-Zn oxide film, not measurements of one. The example places the Fermi level among tail states near the conduction band. If it lay among sparser deep states, $T_M$ would be larger and $T_c$ lower, with $\xi$ and $T_{ES}$ held fixed. For an exponential tail of width 80 meV, the density changes by 13% over $W_c$. A uniform change of $g_0$ by that amount would change $T_c$ by 13% with $\xi$ and $T_{ES}$ held fixed, because $T_c\propto1/T_M\propto g_0$. A tail is not a uniform change, however. In the single-hop model a density $g_0e^{E/w}$ rising with energy multiplies the stationarity condition by about $1+E/3w$, which raises the optimal hop energy by a fraction $E/4w$ and so lowers the matching temperature: to about 23 K for $w=80$ meV and about 18 K for a narrower tail of $w=20$ meV.

The assumption that hopping is the sole conduction path can fail at higher temperature. As an example, take a mobility edge 100 meV above the Fermi level and a band conductivity prefactor 1000 times the hopping one. Conduction above the edge is then $10^{-9}$ of the Mott conductivity at $T_c$, equals it at 54 K, and exceeds it by a factor of about $3\times10^5$ at 300 K. It does not shift $T_c$ directly, but it limits the range for fitting the Mott law. The band contribution is already 1% of the Mott conductivity at 43 K, which leaves roughly 26 to 43 K.

The soft gap also biases such a fit. If the gap stayed rigid, it would steepen the fitted Mott slope by about 13% in this range and lower the estimate to about 16 K with $T_{ES}$ held fixed. The 5% slope errors considered above spread it over 17 to 38 K. In the same model an ES fit between 0.3 and 6 K gives a slope 6 to 7% too low, and the two biases together bring the estimate to about 12 K. The size of these biases depends on the single-hop gap. The result is best read as an order of magnitude, ten to a few tens of kelvin.

## Values computed for the example and the checks

```
Input TM = 2.500e+06 K
Input TES = 2000 K
Input localization length = 2.0 nm
Input film thickness = 50 nm
Ratio TM/TES = 1250
Tc from formula = 25.60 K
Tc from numerical derivatives = 25.60 K
kTc = 2.206 meV
Common activation energy at Tc = 9.75 meV
Mott exponent at Tc = 17.68
ES exponent at Tc = 8.84
ln(rho_ES/rho_M) for continuity = 8.84
rho_ES/rho_M for continuity = 6.9e+03
Equal-exponent temperature = 1.60 K
Mott hop length at Tc = 13.26 nm
ES hop length at Tc = 4.42 nm
Implied g0 = 1.051e+19 1/(eV cm3)
Soft-gap scale Delta = 1.083 meV
Wc/Delta = 9.000
Soft-gap model: T/Tc, T (K), p, W, W_Mott, W_ES (meV)
  10.0000 256.000 0.256 56.491 54.825 30.830
  1.0000 25.600 0.278 11.280 9.749 9.749
  0.0625 1.600 0.370 2.261 1.219 2.437
  0.0100 0.256 0.449 0.932 0.308 0.975
Soft-gap W / common W at Tc = 1.157
Soft-gap midpoint (p = 3/8) = 1.437 K
Tc / midpoint = 17.82
Midpoint / equal-exponent temperature = 0.898
kT/Delta at Tc = 2.04
kT/Delta at midpoint = 0.114
Tc, ES slope +5%, Mott slope -5% = 38.2 K
Tc, ES slope -5%, Mott slope +5% = 17.2 K
Tc, Mott prefactor T^(+1/2) = 44.7 K
Tc, Mott prefactor T^(-1/2) = 17.3 K
ES hop length equals thickness at 0.20 K
Input tail width = 80 meV
Change of tail density over Wc = 13.0 %
Input field = 1.0e-04 MV/cm
Field energy per Mott hop / kT at Tc = 0.060
Field where this ratio is one = 1.66e-03 MV/cm
Input mobility-edge distance = 100 meV
Input band/hopping prefactor ratio = 1000
Band onset, equal prefactors = 89.9 K
Band onset, input prefactor ratio = 53.7 K
log10(band/Mott conductivity) at Tc = -9.0
log10(band/Mott conductivity) at 300 K = 5.5
```
